\section*{Transverse spin susceptibility of a band ferromagnet in the random-phase approximation, part 3}

A band ferromagnet has band energy $\varepsilon_{\mathbf k}$, contact repulsion $g$ between opposite spins, Zeeman energy $h=g_e\mu_BB$ and spin density $m=n_\uparrow-n_\downarrow$. The response $\chi$ to $S_{\mathbf q}=\sum_{\mathbf k}c^\dagger_{\mathbf k+\mathbf q\downarrow}c_{\mathbf k\uparrow}$ obeys
\begin{equation}
\int_{-\infty}^\infty\frac{d(\hbar\omega)}{\pi}\,\mathrm{Im}\,\chi=\frac1V\langle[S^\dagger_{\mathbf q},S_{\mathbf q}]\rangle=m .
\label{sum}
\end{equation}
\begin{equation}
\chi(0,\omega)=\frac{m}{h-z}\qquad\text{(exact)}.
\label{larmor}
\end{equation}
Here $z=\hbar\omega+i0$; the second follows from $[H,S_0]=hS_0$. Keeping single spin-flip pairs and discarding four-operator terms gives the RPA, $\chi=\chi_0/(1-g\chi_0)$, $\chi_0=V^{-1}\sum_{\mathbf k}w_{\mathbf k}/(E_{\mathbf k}-z)$, with $w_{\mathbf k}=f_{\mathbf k\uparrow}-f_{\mathbf k+\mathbf q\downarrow}$, $E_{\mathbf k}=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}+\Delta$ and the gap equation $\Delta=gm+h$.

For $\varepsilon=ak^2$, $a=\hbar^2/2m^*$, at $T=0$: $n_\sigma=k_\sigma^3/6\pi^2$, $\varepsilon_{F\sigma}=ak_\sigma^2$, $k_F=(3\pi^2n)^{1/3}$, $\varepsilon_F=ak_F^2$, $\zeta=m/n$, $r=gn/\varepsilon_F$. At $h=0$, polarization is partial for $4/3<r<2^{2/3}$, with $\Delta=a(k_\uparrow^2-k_\downarrow^2)$ and $R(\zeta)=r$, $R=[(1+\zeta)^{2/3}-(1-\zeta)^{2/3}]/\zeta$. For larger $r$ it is saturated: $k_\downarrow=0$, $\Delta=gn$.

At small $q$ and $h=0$, expansion in $x_{\mathbf k}=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}-\hbar\omega$ gives $m\hbar\omega=A-\mathcal B/\Delta$, where $A=\frac1V\sum_{\mathbf k}\frac{f_\uparrow+f_\downarrow}2\,(\mathbf q\cdot\nabla)^2\varepsilon$ and $\mathcal B=\frac1V\sum_{\mathbf k}(f_\uparrow-f_\downarrow)(\mathbf q\cdot\nabla\varepsilon)^2$. Hence $\hbar\omega=Dq^2$ with
\begin{equation}
D=\frac am\left[n-\frac{4\,(n_\uparrow\varepsilon_{F\uparrow}-n_\downarrow\varepsilon_{F\downarrow})}{5\Delta}\right],
\label{Dpar}
\end{equation}
or $D=a(1-4\varepsilon_{F\uparrow}/5\Delta)$ for saturation. For partial polarization, with $\delta=(k_\uparrow-k_\downarrow)/(k_\uparrow+k_\downarrow)$,
\begin{equation}
D=a\,\frac{\delta\,(1-\delta^2/5)}{3+\delta^2}.
\label{Ddelta}
\end{equation}

With $\kappa_\uparrow=(z-\Delta-aq^2)/2aq$ and $\kappa_\downarrow=\kappa_\uparrow+q$,
\begin{align}
\chi_0&=\frac{F(k_\uparrow,\kappa_\uparrow)-F(k_\downarrow,\kappa_\downarrow)}{16\pi^2aq},\label{closed}\\
F(k,\kappa)&=(k^2-\kappa^2)\big[\ln(k-\kappa)-\ln(-k-\kappa)\big]-2k\kappa .
\end{align}
For real $|\kappa|>k$ the bracket is $\ln|(\kappa-k)/(\kappa+k)|$.

A program checks the formulas; its output also lists tests on a five-site Hubbard ring and a simple cubic band (hopping $t$, lattice constant $a_0$).

\section{Boundaries of the Stoner continuum}

At $T=0$ the weight $w_{\mathbf k}$ is $+1$ for $k<k_\uparrow$, $p=|\mathbf k+\mathbf q|>k_\downarrow$, it is $-1$ for $k>k_\uparrow$, $p<k_\downarrow$, and zero otherwise. The continuum is the range of $E_{\mathbf k}=\Delta+a(p^2-k^2)$ on these sets.

For $w=+1$, $p^2-k^2=q^2+2\mathbf k\cdot\mathbf q$. The maximum over the sphere is at $\mathbf k=k_\uparrow\hat{\mathbf q}$, where $p=k_\uparrow+q>k_\downarrow$ is always allowed. The minimum over the sphere is at $\mathbf k=-k_\uparrow\hat{\mathbf q}$, where $p=|q-k_\uparrow|$; it is allowed if $q\le k_\uparrow-k_\downarrow$ or $q\ge k_\uparrow+k_\downarrow$, and its value is $\Delta+a(q^2-2qk_\uparrow)=a[(q-k_\uparrow)^2-k_\downarrow^2]$ for partial polarization. Between these wave vectors, write $E_{\mathbf k}=a(p^2-k_\downarrow^2)+a(k_\uparrow^2-k^2)\ge0$. Equality needs $k=k_\uparrow$, $p=k_\downarrow$, and a triangle with sides $k_\uparrow,k_\downarrow,q$ exists precisely in that interval, where the bracket above is negative. Hence
\begin{equation}
\max\!\big(0,\;a[(q-k_\uparrow)^2-k_\downarrow^2]\big)\le\hbar\omega\le\Delta+a(q^2+2qk_\uparrow).
\label{edges}
\end{equation}
The continuum opens from the point $\Delta$ at $q=0$ and touches zero at $q_0=k_\uparrow-k_\downarrow$, where the two Fermi surfaces can first be connected.

For $w=-1$, $-E_{\mathbf k}=a(k^2-p^2)-\Delta$ with $k^2-p^2=q^2-2\mathbf p\cdot\mathbf q$. Since $k\le p+q\le k_\downarrow+q$, the set is empty for $q<q_0$. The largest value is at $\mathbf p=-k_\downarrow\hat{\mathbf q}$. The smallest is at $\mathbf p=k_\downarrow\hat{\mathbf q}$ if $q-k_\downarrow\ge k_\uparrow$, and is zero otherwise by the same triangle. These minority-to-majority flips fill
\begin{equation}
\max\!\big(0,\;a(q^2-2qk_\downarrow)-\Delta\big)\le-\hbar\omega\le a(q^2+2qk_\downarrow)-\Delta ,\qquad q>q_0 .
\end{equation}
In the saturated state there is no blocking, the lower edge is $\Delta+a(q^2-2qk_\uparrow)=a(q-k_\uparrow)^2+\Delta-\varepsilon_{F\uparrow}$, and its minimum at $q=k_\uparrow$ is the mean-field Stoner gap $\Delta-\varepsilon_{F\uparrow}$. The RPA does not move these edges, since $\mathrm{Im}\,\chi=\mathrm{Im}\,\chi_0/|1-g\chi_0|^2$. At $T>0$ the occupations have tails and the edges of the parabolic band are no longer sharp.

\section{The magnon pole, its weight and its end}

For $q<q_0$ all $w_{\mathbf k}\ge0$. Below the lower edge $\hbar\omega_-(q)$, $\chi_0$ is real, tends to $0^+$ as $\omega\to-\infty$, and increases, because $\partial\chi_0/\partial(\hbar\omega)=V^{-1}\sum w_{\mathbf k}/(E_{\mathbf k}-\hbar\omega)^2>0$. The equation $g\chi_0=1$ then has one root if $g\chi_0(q,\omega_-)>1$ and none otherwise; above the upper edge $\chi_0<0$ and there is none. The root is positive if $g\chi_0(q,0)<1$, which is the condition of stability against a static spiral of wave vector $q$. The program tests this for the example on a grid of $q$ reaching beyond $k_\uparrow+k_\downarrow$.

Near the root $1-g\chi_0\simeq g\chi_0'\,(\hbar\omega_q-z)$ and $\chi_0\simeq1/g$, so
\begin{equation}
\chi\simeq\frac{Z}{\hbar\omega_q-z},\qquad Z=\frac1{g^2\chi_0'},\qquad\chi_0'=\frac{\partial\chi_0}{\partial(\hbar\omega)} .
\end{equation}
At small $q$, expanding $1/(\Delta+x)^2$ gives $\chi_0'=m/\Delta^2-2(A-m\hbar\omega)/\Delta^3+3\mathcal B/\Delta^4=m/\Delta^2+\mathcal B/\Delta^4$, where $A-m\hbar\omega=\mathcal B/\Delta$ was used. With $g=\Delta/m$,
\begin{equation}
1-\frac Zm=\frac{\mathcal B}{m\Delta^2}+O(q^4),\qquad \frac{\mathcal B}{\Delta}=aq^2\,\frac{4(n_\uparrow\varepsilon_{F\uparrow}-n_\downarrow\varepsilon_{F\downarrow})}{5\Delta}.
\label{Zsmall}
\end{equation}
The magnon carries the whole sum rule at $q\to0$. For large $|z|$, $\chi_0\to-m/z$ and so $\chi\to-m/z$; if $\chi$ has no poles off the real axis, the dispersion relation $\chi(z)=\int dE\,\mathrm{Im}\,\chi(E)/[\pi(E-z)]$ then gives \eqref{sum}, and the weight lost by the pole is in the continuum.

On the lower edge $\kappa_\uparrow=-k_\uparrow$, the logarithm is multiplied by zero, and $F(k_\uparrow,-k_\uparrow)=2k_\uparrow^2$. As $q\to0$, $\kappa_\downarrow\to-k_\uparrow$ and $F(k_\downarrow,-k_\uparrow)=2k_\uparrow k_\downarrow-(k_\uparrow^2-k_\downarrow^2)\ln[(k_\uparrow+k_\downarrow)/(k_\uparrow-k_\downarrow)]<2k_\uparrow^2$. The numerator of \eqref{closed} stays positive and $g\chi_0(q,\omega_-)\propto1/q\to\infty$. At $q=q_0$, $\omega_-=0$ and $\kappa_\downarrow=-k_\downarrow$, so $\chi_0=2(k_\uparrow^2-k_\downarrow^2)/(16\pi^2aq_0)=(k_\uparrow+k_\downarrow)/8\pi^2a$. With $g=\Delta/m=6\pi^2a(k_\uparrow+k_\downarrow)/(k_\uparrow^2+k_\uparrow k_\downarrow+k_\downarrow^2)$,
\begin{equation}
g\chi_0(q_0,0)=\frac34\,\frac{(k_\uparrow+k_\downarrow)^2}{k_\uparrow^2+k_\uparrow k_\downarrow+k_\downarrow^2}=\frac{3}{3+\delta^2}<1 .
\label{end}
\end{equation}
By continuity $g\chi_0(q,\omega_-)=1$ at some $q_c<q_0$, where the pole reaches the continuum. That the crossing is unique is not proved here; the program tests it for the example by a scan. Differentiating $F$ outside the sphere, with $L=\ln|(\kappa-k)/(\kappa+k)|$ and $L'=2k/(\kappa^2-k^2)$, gives $\partial F/\partial\kappa=-2\kappa L-2k-2k$. At $\kappa_\uparrow\to-k_\uparrow$, $L\to+\infty$, so $\chi_0'$ diverges logarithmically and $Z\to0$ at $q_c$. In the saturated state only $F=2k_\uparrow^2$ remains, and $g=6\pi^2\Delta/k_\uparrow^3$ gives $g\chi_0(q,\omega_-)=3\Delta k_\uparrow/(4\varepsilon_{F\uparrow}q)$, so that $q_c=\tfrac34k_\uparrow\Delta/\varepsilon_{F\uparrow}$.

The delta-function magnon below $q_c$ is a property of the single-pair truncation. The discarded four-operator terms let a magnon scatter from electrons and from other magnons, which can give it a width and change $D$; they cannot move the pole at $q=0$, which \eqref{larmor} protects. Spin--orbit coupling and dipolar forces break $[H,S_0]=hS_0$ and can open a true gap. With several bands $g$ and $\chi_0$ become matrices. At finite temperature the mean-field $m$ ignores the magnons themselves, and in one or two dimensions their thermal number $\int d^dq\,k_BT/Dq^2$ diverges at small $q$, so the order assumed in the mean-field state does not survive there at $h=0$.

\section{Worked example}

Take round model parameters: $m^*=m_e$, $n=2.0\times10^{28}\ \mathrm{m^{-3}}$, $g=3.0\times10^{-47}\ \mathrm{J\,m^3}$. Extra digits are carried where terms cancel. Then $a=6.1043\times10^{-39}\ \mathrm{J\,m^2}$, $k_F=8.3975\times10^9\ \mathrm{m^{-1}}$, $\varepsilon_F=4.3046\times10^{-19}$ J and $r=6.0/4.3046=1.3939$, between $1.3333$ and $1.5874$. Written with a scattering length, $g=8\pi a\,a_s$, this is $k_Fa_s=3\pi r/8=1.64$, so the ordered state lies outside weak coupling and the numbers below are those of the mean-field model, not of a real contact gas or metal. The root of $R(\zeta)=r$ is $\zeta=0.69645$, and direct minimization of the energy gives the same value. It yields $k_\uparrow=1.00153\times10^{10}\ \mathrm{m^{-1}}$, $k_\downarrow=5.6437\times10^9\ \mathrm{m^{-1}}$, $n_\uparrow=1.69645\times10^{28}\ \mathrm{m^{-3}}$, $n_\downarrow=3.0355\times10^{27}\ \mathrm{m^{-3}}$ and $m=1.3929\times10^{28}\ \mathrm{m^{-3}}$. The two forms of the splitting agree:
\begin{align}
gm&=3.0\times10^{-47}\times1.3929\times10^{28}=4.1787\times10^{-19}\ \mathrm J=2.61\ \mathrm{eV},\nonumber\\
\varepsilon_{F\uparrow}-\varepsilon_{F\downarrow}&=(6.1230-1.9443)\times10^{-19}\ \mathrm J=4.1787\times10^{-19}\ \mathrm J .\nonumber
\end{align}

In \eqref{Dpar} the subtracted term is $1.87563\times10^{28}\ \mathrm{m^{-3}}$, which cancels $94\%$ of $n$:
\begin{equation}
\frac Da=\frac{2.00000-1.87563}{1.3929}=0.0893,\qquad D=5.45\times10^{-40}\ \mathrm{J\,m^2}=3.40\ \mathrm{meV\,nm^2}.\nonumber
\end{equation}
Equation \eqref{Ddelta} with $\delta=4.37165/15.6590=0.27918$, $\delta^2=0.07794$, gives $0.27918\times0.98441/3.07794=0.0893$, and so does the pole located with $\chi_0$ from direct quadrature.

The table lists the root of $g\chi_0=1$, the quadratic law, the edges \eqref{edges} and the weight, with $q$ in $10^9\ \mathrm{m^{-1}}$ and energies in $10^{-21}$ J. At $q=2$, for instance, the lower edge is $6.1043\times10^{-39}\,[(8.0153)^2-(5.6437)^2]\times10^{18}=1.977\times10^{-19}$ J, about $98$ times the magnon energy.
\begin{center}
\begin{tabular}{cccccc}
$q$ & $\hbar\omega_q$ & $Dq^2$ & lower & upper & $Z/m$\\
1 & 0.535 & 0.545 & 301.7 & 546 & 0.980\\
2 & 2.017 & 2.180 & 197.7 & 687 & 0.917\\
3 & 3.988 & 4.905 & 106.0 & 840 & 0.795\\
4 & 4.995 & 8.721 & 26.5 & 1005 & 0.537
\end{tabular}
\end{center}
The quadratic law exceeds the pole energy by $1.8\%$, $8\%$, $23\%$ and $75\%$ of the latter. Equation \eqref{Zsmall} at $q=1$ gives $(6.1043\times10^{-21}/4.1787\times10^{-19})(1.87563/1.3929)=0.0197$, against $1-0.98007=0.0199$ from the full expression.

Equation \eqref{end} gives $3/3.07794=0.9747$. The pole meets the edge at $q_c=4.329\times10^9\ \mathrm{m^{-1}}$, $1.0\%$ below $q_0=4.372\times10^9\ \mathrm{m^{-1}}$, at an energy of $2.92\times10^{-21}$ J. This is lower than the $4.99\times10^{-21}$ J found at $q=4$, so the dispersion is not monotonic: it passes through a maximum somewhere between $q=3$ and $q_c$ and falls before it ends. The pole always lies below the lower edge, and that edge has itself dropped to $2.92\times10^{-21}$ J at $q_c$ on its way to zero at $q_0$.

The sum rule is tested at three wave vectors. At $q=2\times10^9\ \mathrm{m^{-1}}$ the pole holds $0.9168\,m$ and the continuum $0.0832\,m$. At $4.35\times10^9\ \mathrm{m^{-1}}$, between $q_c$ and $q_0$, the continuum alone holds $m$, which confirms that no pole is left. The same is found at $8\times10^9\ \mathrm{m^{-1}}$, inside the gapless interval that ends at $k_\uparrow+k_\downarrow=1.566\times10^{10}\ \mathrm{m^{-1}}$; there the spectrum runs from the reverse-flip edge at $-5.24\times10^{-19}$ J to $1.787\times10^{-18}$ J.

Extrapolated to $q=0$, the pole with the consistent splitting lies at zero to within a numerical error of $5\times10^{-13}\Delta$. With the splitting raised to $1.05\,\Delta$ at fixed occupations it lies at $0.05\times4.1787\times10^{-19}=2.089\times10^{-20}$ J, ten times the $2.017\times10^{-21}$ J of the magnon at $q=2$. In a field of $10$ T the polarization rises to $\zeta=0.69917$, the exchange part $gm$ of the splitting grows with it, and the pole nevertheless sits at $1.857\times10^{-22}$ J, equal to $g_e\mu_BB$.

For $g=4.0\times10^{-47}\ \mathrm{J\,m^3}$, $r=1.858>1.587$ and the state is saturated, with $k_\uparrow=1.0580\times10^{10}\ \mathrm{m^{-1}}$, $\Delta=gn=8.00\times10^{-19}\ \mathrm J=4.99$ eV and $\varepsilon_{F\uparrow}=6.833\times10^{-19}$ J. The Stoner gap is $(8.000-6.833)\times10^{-19}=1.167\times10^{-19}$ J, and $D/a=1-4\times6.833/(5\times8.00)=0.3167$, so $D=1.93\times10^{-39}\ \mathrm{J\,m^2}=12.1\ \mathrm{meV\,nm^2}$.

\section*{Table of computed values}
\begin{verbatim}
ring: L=5, U=3.0 t, h=0.37 t, lowest q=0 mode = 0.37000000 t
cubic: Delta=2.0 t, mu=-4.0 t, kT=0.5 t, m=0.10480/site, U=19.0843 t
cubic: D formula = 0.044369 t a0^2, D from pole = 0.044369 t a0^2
n = 2.00e+28 m^-3, m* = 9.10938e-31 kg, g = 3.00e-47 J m^3
a = 6.10426e-39 J m^2, kF = 8.39751e+09 m^-1, eF = 4.30461e-19 J
g n/eF = 1.39385 (onset 1.33333, saturation 1.58740)
zeta = 0.696450 (energy minimum at 0.696450)
k_up = 1.00153e+10 m^-1, k_dn = 5.64366e+09 m^-1
n_up = 1.69645e+28, n_dn = 3.03550e+27, m = 1.39290e+28 m^-3
eF_up = 6.12296e-19 J, eF_dn = 1.94426e-19 J
Delta = 4.17870e-19 J = 2.6081 eV
4(n_up eF_up - n_dn eF_dn)/(5 Delta) = 1.87563e+28 m^-3
D/a = 0.089289 (from pole 0.089289)
D = 5.45045e-40 J m^2 = 3.4019 meV nm^2
k_up-k_dn = 4.37165e+09 m^-1, k_up+k_dn = 1.56590e+10 m^-1
g chi0 on edge at k_up-k_dn = 0.97468
q_c = 4.32940e+09 m^-1, energy at q_c = 2.9217e-21 J
q (m^-1) | magnon (J) | D q^2 (J) | lower edge (J) | upper edge (J) | Z/m
1.0e+09 | 5.3532e-22 | 5.4504e-22 | 3.0170e-19 | 5.4625e-19 | 0.98007
2.0e+09 | 2.0167e-21 | 2.1802e-21 | 1.9774e-19 | 6.8683e-19 | 0.91678
3.0e+09 | 3.9882e-21 | 4.9054e-21 | 1.0599e-19 | 8.3962e-19 | 0.79478
4.0e+09 | 4.9945e-21 | 8.7207e-21 | 2.6450e-20 | 1.0046e-18 | 0.53746
sum rule q = 2.0000e+09 m^-1: pole 0.916775 + continuum 0.083225 = 1.000000 (units of m)
sum rule q = 4.3505e+09 m^-1: pole 0.000000 + continuum 1.000000 = 1.000000 (units of m)
sum rule q = 8.0000e+09 m^-1: pole 0.000000 + continuum 1.000000 = 1.000000 (units of m)
q = 8e9 m^-1: upper edge 1.7867e-18 J, reverse-flip edge -5.2401e-19 J
|gap|/Delta with gap equation = 5e-13
splitting 1.05 Delta: gap = 2.08935e-20 J, 0.05 Delta = 2.08935e-20 J
B = 10.0 T: zeta = 0.699173, gap = 1.85695e-22 J, g_e muB B = 1.85695e-22 J
saturated: g = 4.00e-47 J m^3, g n/eF = 1.85847, k_up = 1.05802e+10 m^-1
saturated: Delta = 8.00000e-19 J = 4.9932 eV, eF_up = 6.83315e-19 J
saturated: Stoner gap = 1.1669e-19 J (scan 1.1669e-19 J)
saturated: D/a = 0.316685, D = 1.93313e-39 J m^2 = 12.0657 meV nm^2
\end{verbatim}
